# Dielectric-matrix mixing as Newton's method, and the cost of truncation: a program that tests the result

```python
"""Result under test: potential mixing V <- V + eps(V)^-1 R(V) is Newton's method,
where R(V) = F(V) - V is the SCF residual and eps = 1 - (v + f_x) chi0.
If only the small-G block A of the symmetrised Hartree matrix [[A, B], [B^T, D]]
is inverted (plain mixing elsewhere), the error factors lam obey
    (lam^2 + lam K - W) y = 0,   K = D - 1,   W = B^T A^-1 B,
and max(k, sqrt(w)) <= rate <= (k + sqrt(k^2 + 4 w))/2 with k = |K|, w = |W|.
System: jellium slab, free motion in the plane, Fourier grid along z.
Hartree atomic units; kz = 0 only; the number of electrons per area is fixed.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import erf, expit

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
N, L = 81, 40.0                       # grid points, cell length
RS, THICK, EDGE, KT = 3.0, 20.0, 1.0, 0.01
h = L / N
z = (np.arange(N) - N // 2) * h
n0 = 3 / (4 * np.pi * RS**3)
nplus = 0.5 * n0 * (erf((THICK/2 - z)/EDGE) + erf((THICK/2 + z)/EDGE))
NE = nplus.sum() * h                  # electrons per unit area

# Real orthonormal Fourier basis: rows are constant, cos, sin, cos, sin, ...
shell = (np.arange(N) + 1) // 2
G = 2 * np.pi * shell / L
basis = np.empty((N, N))
basis[0] = 1 / np.sqrt(N)
for j in range(1, N):
    wave = np.cos(G[j] * z) if j % 2 else np.sin(G[j] * z)
    basis[j] = np.sqrt(2 / N) * wave
vG = np.zeros(N)
vG[1:] = 4 * np.pi / G[1:]**2
KIN = basis.T @ np.diag(G**2 / 2) @ basis
COUL = basis.T @ np.diag(vG) @ basis
ONE = np.eye(N)
PROJ = ONE - np.ones((N, N)) / N      # removes the mean of a potential


def electrons(V, ne=NE):
    """Density, levels, orbitals and Fermi level for the input potential V."""
    e, c = np.linalg.eigh(KIN + np.diag(V))

    def excess(mu):
        return KT/np.pi * np.logaddexp(0, (mu - e)/KT).sum() - ne
    mu = brentq(excess, e[0] - 1, e[0] + 5, xtol=1e-15)
    occ = KT / np.pi * np.logaddexp(0, (mu - e) / KT)
    return (c**2) @ occ / h, e, c, mu, occ


def residual(V, xs=0.0):
    """Output minus input potential; xs scales local-density exchange."""
    n = electrons(V)[0]
    out = COUL @ (n - nplus)
    if xs:
        out = out - xs * PROJ @ np.cbrt(3 * n / np.pi)
    return out - V


def chi0(V, ne=NE):
    """Independent-electron response at fixed electron number; also density."""
    n, e, c, mu, occ = electrons(V, ne)
    de = e[:, None] - e[None, :]
    mid = 0.5 * (e[:, None] + e[None, :])
    near = np.abs(de) < 1e-6
    g = np.where(near, -expit((mu - mid) / KT) / np.pi,
                 (occ[:, None] - occ[None, :]) / np.where(near, 1.0, de))
    pairs = (c[:, :, None] * c[:, None, :]).reshape(N, -1)
    X = (pairs * g.ravel()) @ pairs.T / h
    gd = np.diag(g)
    a = (c**2) @ gd
    return X - np.outer(a, a) / (h * gd.sum()), n


def dielectric(V, xs=0.0):
    X, n = chi0(V)
    kernel = COUL
    if xs:
        fx = -np.cbrt(3 * n / np.pi) / (3 * n)
        kernel = COUL + xs * PROJ @ np.diag(fx)
    return ONE - kernel @ X


def symmetrised(X):
    s = np.sqrt(vG)
    S = ONE - s[:, None] * (basis @ X @ basis.T) * s[None, :]
    return 0.5 * (S + S.T)


def block_inverse(E, m, alpha=1.0):
    """Invert eps on shells 1..m, multiply all other components by alpha."""
    M = alpha * np.eye(N)
    P = np.where((shell >= 1) & (shell <= m))[0]
    if len(P):
        EG = basis @ E @ basis.T
        M[np.ix_(P, P)] = np.linalg.inv(EG[np.ix_(P, P)])
    return basis.T @ M @ basis


def newton(V, xs=0.0):
    """Newton iteration; a step is halved only if the residual would grow."""
    history, halvings = [], 0
    for _ in range(40):
        R = residual(V, xs)
        history.append(np.abs(R).max())
        step = np.linalg.solve(dielectric(V, xs), R)
        if history[-1] < 1e-11:
            return V + step, history, halvings
        t = 1.0
        while (np.linalg.norm(residual(V + t*step, xs)) >= np.linalg.norm(R)
               and t > 1e-3):
            t /= 2
            halvings += 1
        V = V + t * step
    raise AssertionError("Newton iteration did not converge")


noise = PROJ @ np.random.default_rng(1).normal(size=N)


def measured_rate(M, Vsol, xs=0.0, steps=160, skip=50):
    """Mean error factor of true SCF steps, error rescaled after each step."""
    size, total = 1e-6, 0.0
    err = noise * size / np.linalg.norm(noise)
    for it in range(steps):
        V = Vsol + err
        new = V + M @ residual(V, xs) - Vsol
        ratio = np.linalg.norm(new) / size
        if it >= skip:
            total += np.log(ratio)
        err = new / ratio
    return np.exp(total / (steps - skip))


def radius(M):
    return np.abs(np.linalg.eigvals(M)).max()


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# The dielectric matrix is minus the Jacobian of the residual, at any V
Vstart = PROJ @ (-0.2 * nplus / n0)
jac_dev = []
for xs in (0.0, 1.0):
    d = 1e-5
    J = np.array([(residual(Vstart + d*u, xs) - residual(Vstart - d*u, xs))
                  / (2*d) for u in ONE]).T
    E = dielectric(Vstart, xs)
    # the residual removes the mean of its output but not that of its input
    jac_dev.append(np.abs(J + E).max() / np.abs(E).max())
    assert jac_dev[-1] < 1e-5

# Self-consistent solutions without and with exchange
Vh, history, halvings = newton(Vstart)
Vx = Vh
for xs in (0.25, 0.5, 0.75, 1.0):
    Vx = newton(Vx, xs)[0]

# Order of convergence: halve the starting error, compare errors after a step
smooth = np.cos(2*np.pi*z/L) + 0.5*np.sin(4*np.pi*z/L) + 0.3*np.cos(6*np.pi*z/L)
smooth = PROJ @ smooth


def halving_ratio(Vsol, xs, make):
    errs = []
    for s in (1e-4, 5e-5):
        V = Vsol + s * smooth
        errs.append(np.linalg.norm(V + make(V) @ residual(V, xs) - Vsol))
    return errs[0] / errs[1]


q_h = halving_ratio(Vh, 0.0, lambda V: np.linalg.inv(dielectric(V)))
q_x = halving_ratio(Vx, 1.0, lambda V: np.linalg.inv(dielectric(V, 1.0)))
q_miss = halving_ratio(Vx, 1.0, lambda V: np.linalg.inv(dielectric(V)))
q_block = halving_ratio(Vh, 0.0, lambda V: block_inverse(dielectric(V), 6))
assert abs(q_h - 4) < 0.15 and abs(q_x - 4) < 0.15
assert abs(q_miss - 2) < 0.1 and abs(q_block - 2) < 0.1

# Linear rates of two incomplete versions of Newton's method
Eh = dielectric(Vh)
frozen = np.linalg.inv(dielectric(Vstart))
rate_frozen = radius(ONE - frozen @ Eh)
meas_frozen = measured_rate(frozen, Vh)
no_fx = np.linalg.inv(dielectric(Vx))
rate_miss = radius(ONE - no_fx @ dielectric(Vx, 1.0))
meas_miss = measured_rate(no_fx, Vx, 1.0)
assert close(meas_frozen, rate_frozen, 0.02)
assert close(meas_miss, rate_miss, 0.02)

# Simple mixing with its best constant
Xh, nh = chi0(Vh)
S = symmetrised(Xh)
ev = np.linalg.eigvalsh(S[1:, 1:])
assert ev[0] > 1 - 1e-9
a_opt = 2 / (ev[0] + ev[-1])
rate_simple = (ev[-1] - ev[0]) / (ev[-1] + ev[0])
meas_simple = measured_rate(a_opt * ONE, Vh)
assert close(meas_simple, rate_simple, 0.02)


def blocks(S, m):
    P = np.where((shell >= 1) & (shell <= m))[0]
    Q = np.where(shell > m)[0]
    A, B, D = S[np.ix_(P, P)], S[np.ix_(P, Q)], S[np.ix_(Q, Q)]
    return D - np.eye(len(Q)), B.T @ np.linalg.solve(A, B)


def cold_iterations(m, cap=60):
    """SCF steps from Vstart to max residual 1e-8, matrix rebuilt each step."""
    V = Vstart.copy()
    for it in range(cap + 1):
        R = residual(V)
        if np.abs(R).max() < 1e-8:
            return str(it)
        if np.abs(R).max() > 1e3:
            break
        V = V + block_inverse(dielectric(V), m) @ R
    return "none"


rows = []
for m in (1, 2, 4, 6, 10, 16):
    K, W = blocks(S, m)
    nq = len(K)
    k = np.linalg.eigvalsh(K)[-1]
    w = np.linalg.eigvalsh(W)[-1]
    kw = np.linalg.eigvalsh(K + W)[-1]
    companion = np.block([[np.zeros((nq, nq)), np.eye(nq)], [W, -K]])
    rho = radius(companion)
    upper = (k + np.sqrt(k*k + 4*w)) / 2
    meas = measured_rate(block_inverse(Eh, m), Vh)
    assert close(meas, rho, 0.02)
    assert max(k, np.sqrt(w)) <= rho + 1e-6 and rho <= upper + 1e-6
    assert np.linalg.eigvalsh(K - W)[0] > -1e-9
    assert (kw < 1) == (rho < 1)
    iters = cold_iterations(m) if rho < 0.95 else "-"
    rows.append((m, 2*np.pi*m/L, k, np.sqrt(w), rho, meas, upper, kw, iters))
assert rows[0][4] > 1 > rows[-1][4]
full_iters = cold_iterations(N // 2)

# Damping limit for the plainly mixed part when two shells are inverted
K2, W2 = blocks(S, 2)
a_max = 2 / np.linalg.eigvalsh(np.eye(len(K2)) + K2 + W2)[-1]
below = measured_rate(block_inverse(Eh, 2, 0.95 * a_max), Vh)
above = measured_rate(block_inverse(Eh, 2, 1.05 * a_max), Vh)
assert below < 1 < above

# Wings vanish for the uniform system, not for the slab
S_uni = symmetrised(chi0(np.zeros(N), n0 * L)[0])
other = shell[:, None] != shell[None, :]
wing_uni = np.abs(S_uni[other]).max()
wing_slab = np.abs(S[other]).max()
assert wing_uni < 1e-8 and wing_slab > 0.1

mu = electrons(Vh)[3]
print(f"rs = {RS} bohr, slab {THICK} bohr, cell {L} bohr, {N} grid points")
print(f"edge width = {EDGE} bohr, kT = {KT} hartree")
print(f"background density n0 = {n0:.6f} bohr^-3")
print(f"electrons per area = {NE:.6f} bohr^-2")
print("start: well of depth 0.2 hartree with the background's shape")
depth = Vh[0] - Vh[N // 2]
print(f"Hartree potential, cell edge minus slab centre = {depth:.5f} hartree")
print(f"  the same = {depth * HARTREE_EV:.3f} eV")
print(f"Fermi level minus potential at centre = {mu - Vh[N//2]:.5f} hartree")
print(f"density at cell edge / n0 = {nh[0]/n0:.2e}")
print(f"Jacobian vs -eps, relative: Hartree {jac_dev[0]:.1e}, "
      f"with exchange {jac_dev[1]:.1e}")
print(f"Newton from start, step halvings = {halvings}; max residual (hartree):")
for it, r in enumerate(history):
    print(f"  iterate {it}: {r:.3e}")
print("Error ratio after one step when the starting error is halved:")
print(f"  full eps, Hartree map       {q_h:.3f}")
print(f"  full eps, map with exchange {q_x:.3f}")
print(f"  eps without f_x, same map   {q_miss:.3f}")
print(f"  six shells inverted         {q_block:.3f}")
print(f"eps frozen at start: rate {rate_frozen:.4f}, measured {meas_frozen:.4f}")
print(f"eps without f_x: rate {rate_miss:.4f}, measured {meas_miss:.4f}")
print(f"eigenvalues of eps (Hartree): {ev[0]:.4f} to {ev[-1]:.3f}")
print(f"best simple mixing: alpha {a_opt:.4f}, rate {rate_simple:.4f}, "
      f"measured {meas_simple:.4f}")
print("Inverted shells m, cutoff Gc (1/bohr), k, sqrt(w), rate, measured,")
print("upper bound, largest eigenvalue of K+W, steps from start to 1e-8 hartree")
for r in rows:
    print(f"{r[0]:3d} {r[1]:.3f} " + " ".join(f"{x:.4f}" for x in r[2:8])
          + f" {r[8]}")
print(f"all {N//2} shells inverted (Newton, no halving): steps {full_iters}")
print(f"m = 2: largest stable alpha = {a_max:.4f}")
print(f"  measured rate at 0.95 alpha {below:.4f}, at 1.05 alpha {above:.4f}")
print(f"largest element between shells: uniform {wing_uni:.1e}, "
      f"slab {wing_slab:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
rs = 3.0 bohr, slab 20.0 bohr, cell 40.0 bohr, 81 grid points
edge width = 1.0 bohr, kT = 0.01 hartree
background density n0 = 0.008842 bohr^-3
electrons per area = 0.176839 bohr^-2
start: well of depth 0.2 hartree with the background's shape
Hartree potential, cell edge minus slab centre = 0.21691 hartree
  the same = 5.902 eV
Fermi level minus potential at centre = 0.20455 hartree
density at cell edge / n0 = 6.28e-03
Jacobian vs -eps, relative: Hartree 2.4e-09, with exchange 2.4e-09
Newton from start, step halvings = 0; max residual (hartree):
  iterate 0: 8.330e-02
  iterate 1: 3.539e-02
  iterate 2: 7.908e-04
  iterate 3: 1.712e-06
  iterate 4: 1.210e-11
  iterate 5: 2.939e-14
Error ratio after one step when the starting error is halved:
  full eps, Hartree map       4.000
  full eps, map with exchange 4.003
  eps without f_x, same map   2.000
  six shells inverted         2.031
eps frozen at start: rate 0.3482, measured 0.3482
eps without f_x: rate 0.2375, measured 0.2375
eigenvalues of eps (Hartree): 1.0000 to 23.890
best simple mixing: alpha 0.0804, rate 0.9196, measured 0.9193
Inverted shells m, cutoff Gc (1/bohr), k, sqrt(w), rate, measured,
upper bound, largest eigenvalue of K+W, steps from start to 1e-8 hartree
  1 0.157 5.5398 1.4180 5.8392 5.8392 5.8816 7.3590 -
  2 0.314 2.4727 0.8382 2.6777 2.6775 2.7300 3.0483 -
  4 0.628 0.8140 0.3661 0.9136 0.9077 0.9544 0.9043 none
  6 0.942 0.3050 0.1791 0.3745 0.3744 0.3878 0.3299 15
 10 1.571 0.0407 0.0241 0.0484 0.0483 0.0519 0.0410 5
 16 2.513 0.0071 0.0034 0.0078 0.0078 0.0085 0.0071 4
all 40 shells inverted (Newton, no halving): steps 4
m = 2: largest stable alpha = 0.4940
  measured rate at 0.95 alpha 0.9238, at 1.05 alpha 1.0773
largest element between shells: uniform 5.5e-14, slab 5.449
ALL CHECKS PASSED
```
